# Specular conductance and excess resistance of a free-electron metal interface

When the resistance of a via is assembled from a bulk term for each metal and a term for the interface between them, one has to decide which interface number to add. A transmission calculation yields a conductance per area \(G/A\), and its inverse looks like the missing term. It is not: \(A/G\) stays finite when the two metals are identical and there is no interface at all. The decision needs two results, the conductance itself and an estimate of the part of its inverse that belongs to the interface. For free electrons meeting an abrupt potential step, the conductance has a closed form. So does an estimate of the interface part, if the electrons arriving at the boundary are assumed to have an occupation independent of direction and the voltage is defined through flux-averaged occupations.

Let metal 1 fill \(x<0\) and metal 2 fill \(x>0\), with a flat boundary and equal electron masses. Lengths are in \(a_0\) and energies in Ry, so that a free electron of wavenumber \(k\) has kinetic energy \(k^2\). The Fermi wavenumbers are \(k_1\ge k_2\), and \(r=k_2/k_1\). In equilibrium the metals share a Fermi level. With the band bottom of metal 1 at zero, this level lies at \(k_1^2\); it also lies \(k_2^2\) above the band bottom of metal 2, which is therefore at

\[
V_0=k_1^2-k_2^2 .
\]

The potential does not depend on the coordinates parallel to the boundary, so the transverse wavevector is conserved. Call its magnitude \(k\). At the Fermi level, what remains of the energy belongs to the normal motion, with wavenumbers

\[
q_1=\sqrt{k_1^2-k^2},\qquad q_2=\sqrt{k_2^2-k^2},\qquad q_1^2-q_2^2=V_0 .
\]

The last relation holds for every \(k\), and the integration below rests on it.

For \(k<k_2\) a wave of unit amplitude arriving from metal 1 gives

\[
\psi=e^{iq_1x}+\rho\,e^{-iq_1x}\;(x<0),\qquad \psi=\tau\,e^{iq_2x}\;(x>0).
\]

A finite step leaves \(\psi\) continuous and, with equal masses, its slope too. At \(x=0\) this requires \(1+\rho=\tau\) and \(q_1(1-\rho)=q_2\tau\). Inserting the first condition in the second gives \(q_1(1-\rho)=q_2(1+\rho)\), so

\[
\rho=\frac{q_1-q_2}{q_1+q_2},\qquad \tau=\frac{2q_1}{q_1+q_2}.
\]

Flux is proportional to the normal wavenumber times the squared amplitude. The transmission probability is the ratio of transmitted to incident flux:

\[
T(k)=\frac{q_2}{q_1}\,\tau^2=\frac{4q_1q_2}{(q_1+q_2)^2}.
\]

It is unchanged when the labels 1 and 2 are exchanged, so it serves for incidence from either side. For \(k>k_2\) the normal wavenumber in metal 2 is imaginary, \(q_2=i\kappa\), and the wave there decays. Then \(\rho=(q_1-i\kappa)/(q_1+i\kappa)\) has unit modulus: reflection is total and \(T=0\). Since \(k=k_1\sin\theta\) for an electron in metal 1 at angle \(\theta\) to the normal, electrons beyond the critical angle \(\arcsin r\) cannot cross.

To turn \(T\) into a conductance, let the electrons moving towards the boundary from sides 1 and 2 have occupations \(f_1(E)\) and \(f_2(E)\). Scattering is elastic and independent of spin. With two spin states, and \(e\) the magnitude of the electron charge, the current density is

\[
J=2e\int\!\frac{d^2k}{(2\pi)^2}\int\!\frac{dq}{2\pi}\,v_x\,T\,(f_1-f_2),\qquad v_x=\frac1\hbar\frac{\partial E}{\partial q}.
\]

Here the contribution of side 2 has been written with the same \(T\) at the same energy and transverse wavevector. At fixed transverse wavevector \(v_x\,dq=dE/\hbar\), so the velocity cancels the one-dimensional density of states, and \(1/(2\pi\hbar)=1/h\). At zero temperature \(f_1-f_2\) equals one in a window of width \(eU\) and vanishes elsewhere, where \(U\) is the voltage between the two incoming populations. For small \(U\), \(T\) may be taken at the Fermi level and the step height at its equilibrium value. Dividing \(J\) by \(U\) gives

\[
\frac GA=\frac{2e^2}{h}\int\!\frac{d^2k}{(2\pi)^2}\,T(k)
=\frac{2e^2}{h}\,\frac{2\pi}{4\pi^2}\int_0^{k_2}\!k\,T\,dk
=\frac{e^2}{\pi h}\,I,\qquad I=\int_0^{k_2}\!k\,T(k)\,dk .
\]

The factor \(2\pi\) comes from the transverse angle, and the upper limit is \(k_2\) because \(T\) vanishes beyond it.

The integrand contains two different square roots. Both disappear if the sum \(s=q_1+q_2\) is the variable. Since \((q_1-q_2)(q_1+q_2)=V_0\), the difference is \(q_1-q_2=V_0/s\), and

\[
4q_1q_2=(q_1+q_2)^2-(q_1-q_2)^2=s^2-\frac{V_0^2}{s^2},\qquad
T=\frac{4q_1q_2}{s^2}=1-\frac{V_0^2}{s^4}.
\]

For the measure, \(dq_i=-(k/q_i)\,dk\), so

\[
ds=-k\left(\frac1{q_1}+\frac1{q_2}\right)dk=-\frac{s}{q_1q_2}\,k\,dk,
\qquad
k\,dk=-\frac{q_1q_2}{s}\,ds=-\frac14\left(s-\frac{V_0^2}{s^3}\right)ds .
\]

At \(k=0\) the sum is \(s=k_1+k_2\). At \(k=k_2\), where \(q_2=0\), it is \(s=\sqrt{V_0}\). The minus sign is absorbed by exchanging the limits:

\[
I=\frac14\int_{\sqrt{V_0}}^{k_1+k_2}\left(s-\frac{V_0^2}{s^3}\right)\left(1-\frac{V_0^2}{s^4}\right)ds
=\frac14\int_{\sqrt{V_0}}^{k_1+k_2}\left(s-\frac{2V_0^2}{s^3}+\frac{V_0^4}{s^7}\right)ds .
\]

An antiderivative, with the prefactor included, is

\[
F(s)=\frac14\left[\frac{s^2}{2}+\frac{V_0^2}{s^2}-\frac{V_0^4}{6s^6}\right].
\]

At the lower limit the bracket is \(V_0\left(\tfrac12+1-\tfrac16\right)=\tfrac43V_0\), so \(F(\sqrt{V_0})=V_0/3\). For the upper limit write \(S=k_1+k_2\) and \(D=k_1-k_2\), with \(V_0=SD\). Then

\[
I=\frac14\left[\frac{S^2}{2}+D^2-\frac{D^4}{6S^2}\right]-\frac{SD}{3}
=\frac{3S^4+6S^2D^2-D^4-8S^3D}{24S^2}.
\]

The terms of the numerator expand as

\[
\begin{aligned}
S^4&=k_1^4+4k_1^3k_2+6k_1^2k_2^2+4k_1k_2^3+k_2^4,\\
D^4&=k_1^4-4k_1^3k_2+6k_1^2k_2^2-4k_1k_2^3+k_2^4,\\
S^2D^2&=k_1^4-2k_1^2k_2^2+k_2^4,\\
S^3D&=k_1^4+2k_1^3k_2-2k_1k_2^3-k_2^4 .
\end{aligned}
\]

The coefficient of \(k_1^4\) is \(3+6-1-8=0\), that of \(k_1^3k_2\) is \(12+4-16=0\), and that of \(k_1^2k_2^2\) is \(18-12-6=0\). What survives is \((12+4+16)k_1k_2^3=32k_1k_2^3\) and \((3+6-1+8)k_2^4=16k_2^4\). Hence

\[
I=\frac{2k_2^3(2k_1+k_2)}{3(k_1+k_2)^2},\qquad
\boxed{\;\frac GA=\frac{2e^2}{3\pi h}\,\frac{k_2^3(2k_1+k_2)}{(k_1+k_2)^2}\;}
\]

with \(k_2\) the smaller Fermi wavenumber.

For equal metals, \(k_1=k_2=k_F\), the fraction becomes \(3k_F/4\) times \(k_F\), and \(G/A=e^2k_F^2/(2\pi h)\). This is the Sharvin conductance, the value for a metal in which every channel transmits fully. Let \(G_1\) and \(G_2\) be the Sharvin conductances of the two metals over the same area. Dividing by that of metal 2 isolates the mean transmission over the channels open on both sides:

\[
\frac GA=\frac{e^2k_2^2}{2\pi h}\,\overline T,\qquad
\overline T=\frac{2I}{k_2^2}=\frac{4r(2+r)}{3(1+r)^2}.
\]

The metal with fewer channels sets the ceiling \(G\le G_2\), and \(\overline T\) says how nearly it is reached.

For a strong mismatch, \(r\to0\), the formula gives \(\overline T\to 8r/3\). The same result follows directly: with \(q_1\approx k_1\gg q_2\), \(T\approx4q_2/k_1\), and the mean of \(q_2\) over the disc \(k<k_2\) is \(2k_2/3\). The conductance per area then falls as \(k_2^3/k_1\), one power of \(k_2\) from the poor transmission and two from the number of channels. At \(r=0.001\) quadrature gives \(\overline T=0.002663\), against \(0.002667\) from the leading term.

For a weak mismatch, \(r=1-\delta\), the loss is

\[
1-\overline T=\frac{3(1+r)^2-4r(2+r)}{3(1+r)^2}=\frac{(1-r)(3+r)}{3(1+r)^2}\approx\frac{\delta}{3}.
\]

Reflection at normal incidence is \((1-r)^2/(1+r)^2\approx\delta^2/4\), which is quadratic in \(\delta\). The linear loss comes from grazing channels. The reflection probability \(V_0^2/s^4\) depends only on \(q_2^2/V_0\): it is one at \(q_2=0\) and has fallen to \((\sqrt2-1)^4\approx0.03\) at \(q_2^2=V_0\). Because \(k\,dk=-\tfrac12d(q_2^2)\), channels are spread evenly in \(q_2^2\) between 0 and \(k_2^2\), so the range \(q_2^2<V_0\), which contains the strongly reflected ones, holds a fraction \(V_0/k_2^2\approx2\delta\) of them. With \(s=\sqrt{V_0}\,y\), the measure found above gives \(d(q_2^2)=\tfrac12V_0(y-y^{-3})\,dy\), and the reflection is \(y^{-4}\). For small \(\delta\) the upper limit of \(y\) may be taken to infinity, and the loss is \((V_0/k_2^2)\int_1^\infty\tfrac12(y^{-3}-y^{-7})\,dy=V_0/(6k_2^2)\approx\delta/3\). Quadrature at \(\delta=0.001\) gives \((1-\overline T)/\delta=0.33358\), close to \(1/3\).

The excess resistance requires a definition of the voltage inside each metal. Assume that the electrons arriving at the boundary from each side have an occupation independent of direction, described by potentials \(\mu_1^{\rm in}\) and \(\mu_2^{\rm in}\) (as energies). The outgoing electrons are not distributed in this way, since transmission depends on \(k\). Let \(\mu_i^{\rm out}\) be the potential corresponding to their flux-averaged occupation. The same current can be written at the boundary, in metal 1 and in metal 2:

\[
J=\frac{G}{A}\frac{\mu_1^{\rm in}-\mu_2^{\rm in}}{e}
=\frac{G_1}{A}\frac{\mu_1^{\rm in}-\mu_1^{\rm out}}{e}
=\frac{G_2}{A}\frac{\mu_2^{\rm out}-\mu_2^{\rm in}}{e}.
\]

The signs differ because electrons moving to the right are incoming in metal 1 but outgoing in metal 2. The flux average is a choice: weighting the outgoing electrons by their density instead would give a different excess. Take the potential of each metal as the mean of its incoming and outgoing values:

\[
\mu_1=\mu_1^{\rm in}-\frac{eJA}{2G_1},\qquad \mu_2=\mu_2^{\rm in}+\frac{eJA}{2G_2}.
\]

Their difference, divided by \(eJ\), is the excess resistance times area:

\[
AR_{\rm int}=A\left[\frac1G-\frac12\left(\frac1{G_1}+\frac1{G_2}\right)\right].
\]

In units of \(2\pi h/(e^2k_1^2)\), the term \(A/G\) is \(1/(r^2\overline T)=3(1+r)^2/[4r^3(2+r)]\), and the subtracted term is \((1+r^2)/(2r^2)\). Over a common denominator the numerator is

\[
3(1+r)^2-2r(1+r^2)(2+r)=3+2r+r^2-4r^3-2r^4=(1-r)(3+5r+6r^2+2r^3),
\]

so that

\[
AR_{\rm int}=\frac{2\pi h}{e^2k_1^2}\,\frac{(1-r)(3+5r+6r^2+2r^3)}{4r^3(2+r)} .
\]

It vanishes for equal metals, as an interface term should, and is positive for \(r<1\). For \(r=1-\delta\) the polynomial tends to 16 and the denominator to 12, giving \(\tfrac43\delta\) in these units. The two sources of this resistance separate as

\[
AR_{\rm int}=\frac A2\left(\frac1{G_2}-\frac1{G_1}\right)+A\left(\frac1G-\frac1{G_2}\right).
\]

The first part reflects the unequal numbers of channels and would remain if every open channel transmitted fully. It starts as \(\tfrac12(r^{-2}-1)\approx\delta\). The second is partial reflection in the open channels and starts as \(\delta/3\). Explicit averaging of the outgoing occupations at \(\delta=0.001\) gives a total slope of \(1.33587\), which differs from \(4/3\) by an amount of order \(\delta\).

As an example take the round model values \(k_1=0.90\) and \(k_2=0.70\;a_0^{-1}\). The Fermi energies are \(0.81\) and \(0.49\) Ry, the step is \(0.32\) Ry and \(r=0.778\). The critical angle in metal 1 is \(51.1^\circ\), and a fraction \(1-r^2=0.395\) of its channels is closed. Transmission is \(0.984\) at \(k=0\), still \(0.910\) at \(k=0.60\;a_0^{-1}\), but only \(0.563\) at \(0.69\;a_0^{-1}\), just inside the edge. A Schrödinger equation solved on a fine lattice reproduces these values, and total reflection beyond the edge, with a largest absolute difference in \(T\) of \(1.5\times10^{-6}\).

The integral is

\[
I=\frac{2(0.70)^3(2.50)}{3(1.60)^2}=\frac{1.715}{7.68}=0.2233\;a_0^{-2}.
\]

The antiderivative gives the same number, \(0.32997-0.10667=0.2233\;a_0^{-2}\). Division by \(\pi\) yields

\[
\frac GA=0.07108\,\frac{e^2}{h\,a_0^2}=9.83\times10^{14}\ \mathrm{S\,m^{-2}},\qquad \overline T=0.911 .
\]

Using the normal-incidence value \(0.984\) for all open channels would overestimate the conductance by 8 percent, relative to the correct value in this model. Two numerical tests bear on the prefactor as well as on the integral. Summing the lattice transmission over the \(155\,989\) open modes of a periodic cross-section of side \(2000\;a_0\) gives \(0.071081\) in the same unit, and so does a direct integral of the current in a thin energy shell, taken from either metal. The numerical output lists these values.

The inverse conductance is \(A/G=14.07\,(h/e^2)a_0^2\), or \(1.02\ \mathrm{f\Omega\,m^2}\). The Sharvin conductances per area are \(0.12892\) and \(0.07799\;(e^2/h)a_0^{-2}\), so

\[
AR_{\rm int}=\left[14.07-\frac12\left(\frac1{0.12892}+\frac1{0.07799}\right)\right]\frac{h\,a_0^2}{e^2}
=3.78\,\frac{h\,a_0^2}{e^2}=0.273\ \mathrm{f\Omega\,m^2}.
\]

Of the \(3.78\) units, \(2.53\) come from unequal channel numbers and \(1.25\) from partial reflection. For a via of \(20\ \mathrm{nm}\times20\ \mathrm{nm}\), scaling by the cross-section gives an inverse conductance of \(2.54\ \Omega\) and an excess of \(0.68\ \Omega\); counting the discrete transverse modes of a square with hard walls raises these by about 2 percent, to \(2.58\ \Omega\) and \(0.70\ \Omega\). In a series sum with bulk resistances the full inverse is not the term to add, since it does not vanish for equal metals. The excess, smaller by a factor of 3.7, is an estimate of that term under the assumption made for the incoming electrons and with potentials defined by flux averages, and for metals with similar Fermi wavenumbers it is much too large, as discussed next. If instead the voltage is defined between the two incoming populations, as for ideal reservoirs feeding the boundary without intervening scattering, the full inverse is the resistance.

The assumption that incoming electrons have an occupation independent of direction needs scattering in each metal to erase the directional pattern left by the interface before electrons return to it. Even then it is not exact, because a current in a bulk metal itself makes the occupation depend on direction, and the correction can be large. If the Boltzmann equation is solved in both metals with isotropic bulk scattering and matched at the boundary with the same \(T(k)\), the excess in the example is \(2.12\) units instead of \(3.78\). The closed expression is better for a strong mismatch: at \(r=0.3\) the Boltzmann value is 94 percent of it, but at \(r=0.99\) only about 5 percent. The reason is that the current-carrying part of the bulk occupation is proportional to the normal velocity. At weak mismatch the closed or strongly reflected channels are the grazing ones, which carry little of the current. In a narrow via, scattering at the side walls also enters, and multiplying a result per area by the cross-section presumes a width much larger than the Fermi wavelength.

The conductance formula has its own limits. Roughness mixes transverse wavevectors and can open paths for electrons beyond the critical angle, so \(T(k)\) no longer describes the boundary. Unequal masses change the slope condition and the ratio of fluxes, and with them \(T(k)\). For isotropic masses the difference \(q_1^2-q_2^2\) is still \(k_1^2-k_2^2\) for every \(k\), but this is no longer the height of the step. Real bands replace the two Fermi discs by projected Fermi surfaces, whose overlap need not equal the smaller one. An abrupt step also presumes a potential that changes over a distance short compared with \(1/q_1\) and \(1/q_2\). In the example \(1/k_1\) and \(1/k_2\) are only \(1.1\) and \(1.4\;a_0\), a demanding condition for a real boundary, so the partial-reflection part is sensitive to the true shape of the step. The channel-number part depends on the Fermi wavenumbers alone and does not involve that shape, but it rests equally on the assumption made for the incoming electrons.

## Values computed for the example and the checks

```
k1 = 0.90 1/a0
k2 = 0.70 1/a0
ratio r = k2/k1 = 0.77778
Fermi energy, metal 1 = 0.8100 Ry
Fermi energy, metal 2 = 0.4900 Ry
step height V0 = 0.3200 Ry
critical angle in metal 1 = 51.06 deg
fraction of metal-1 channels closed = 0.39506
k = 0.00 1/a0: T matched = 0.98437, T lattice = 0.98437
k = 0.35 1/a0: T matched = 0.97588, T lattice = 0.97588
k = 0.60 1/a0: T matched = 0.90950, T lattice = 0.90950
k = 0.69 1/a0: T matched = 0.56297, T lattice = 0.56297
k = 0.75 1/a0: T matched = 0.00000, T lattice = 0.00000
k = 0.85 1/a0: T matched = 0.00000, T lattice = 0.00000
largest lattice difference in T = 1.5e-06
s at k=0: 1.60000 1/a0
s at k=k2: 0.56569 1/a0
F at upper s = 0.329974 1/a0^2
F at lower s = 0.106667 1/a0^2
integral I, closed form = 0.223307 1/a0^2
integral I, quadrature = 0.223307 1/a0^2
mean transmission of open channels = 0.91146
G/A, closed form = 0.071081 (e^2/h)/a0^2
G/A, lattice mode sum = 0.071081 (e^2/h)/a0^2
number of open modes in that sum = 155989
side of periodic cross-section = 2000 a0
G/A, current from metal 1 = 0.071081 (e^2/h)/a0^2
G/A, current from metal 2 = 0.071081 (e^2/h)/a0^2
Sharvin G1/A = 0.128916 (e^2/h)/a0^2
Sharvin G2/A = 0.077986 (e^2/h)/a0^2
G/A converted = 9.8337e+14 S/m^2
A/G = 14.0685 (h/e^2) a0^2
A/G converted = 1.0169 fOhm m^2
excess A R_int = 3.7786 (h/e^2) a0^2
  part from channel numbers = 2.5329 (h/e^2) a0^2
  part from partial reflection = 1.2456 (h/e^2) a0^2
excess A R_int converted = 0.2731 fOhm m^2
via side = 20 nm
via two-terminal 1/G = 2.5423 Ohm
via excess R_int = 0.6828 Ohm
small mismatch delta = 0.001
(1 - mean T)/delta = 0.33358
excess/delta in 2 pi h/(e^2 k1^2) = 1.33587
mean T at r = 0.001: 0.002663
```
